\section*{Hydrogen electrosorption peak width and the Frumkin repulsion on Pt(111)}

\section{The problem}

Hydrogen adsorbs from an acidic electrolyte by the one-electron reaction
\begin{equation}
\mathrm{H^+}+\mathrm{e^-}+{*}\;\rightleftharpoons\;\mathrm{H^*},
\label{eq:reaction}
\end{equation}
where $*$ is an empty surface site. The sites are equivalent, each holds at most one hydrogen atom, and there are $\Gamma$ of them per unit area. The potential $U$ is measured against the reversible hydrogen electrode and is swept at the constant rate $v=dU/dt$, slowly enough for the coverage $\theta$ to stay at equilibrium. Double-layer charging has been subtracted from the current.

\begin{enumerate}
\item Find the full width at half maximum of the voltammetric peak when adsorbed atoms do not interact.
\item Find the width when the interaction adds a mean-field free energy $g\theta^2/2$ per site, with $g>0$ for repulsion.
\item On Pt(111) the hydrogen region is nearly flat. As rough sizes, it spans $0.30$~V and takes up two thirds of a monolayer. Hydrogen evolution, which at the hydrogen pressure of the reference electrode becomes thermodynamically possible below $U=0$, closes the window at its lower end. Estimate $g$ at $298.15$~K.
\end{enumerate}

Here $e>0$ is the elementary charge, $k$ is Boltzmann's constant and $T$ is the temperature. Anodic current is positive.

\section{A tempting solution}

The solution in this section contains one wrong step, which the next section locates.

\subsection*{The isotherm}

At $U=0$ the reaction $\mathrm{H^+}+\mathrm{e^-}\rightleftharpoons\frac12\mathrm{H_2}$ is in equilibrium, by definition of the reference electrode. Raising the electrode potential by $U$ lowers the energy of an electron in it by $eU$. The computational hydrogen electrode combines these two facts:
\begin{equation}
\mu(\mathrm{H^+})+\mu(\mathrm{e^-})=\tfrac12\mu(\mathrm{H_2})-eU .
\label{eq:che}
\end{equation}
Let $\Delta G_0$ be the free energy of $\frac12\mathrm{H_2}+{*}\to\mathrm{H^*}$ without the mixing entropy of the adsorbed layer and without interactions. By Eq.~\eqref{eq:che}, the same quantity for reaction \eqref{eq:reaction} is $\Delta G_0+eU$. Defining $U_0$ by $eU_0=-\Delta G_0$ turns it into $e(U-U_0)$.

If $n$ of $N$ sites are filled, there are $N!/[n!(N-n)!]$ arrangements. For large $N$, Stirling's formula gives the entropy per site $-k[\theta\ln\theta+(1-\theta)\ln(1-\theta)]$, with $\theta=n/N$. The free energy per site, relative to the empty surface, is therefore
\begin{equation}
\omega(\theta)=e(U-U_0)\theta+\frac{g\theta^2}{2}
+kT\left[\theta\ln\theta+(1-\theta)\ln(1-\theta)\right].
\end{equation}
The derivative of the square bracket is $\ln\theta+1-\ln(1-\theta)-1=\ln[\theta/(1-\theta)]$. Setting $d\omega/d\theta=0$, dividing by $kT$ and writing $G=g/kT$ gives the Frumkin isotherm
\begin{equation}
\ln\frac{\theta}{1-\theta}+G\theta=-\frac{e(U-U_0)}{kT}.
\label{eq:frumkin}
\end{equation}
For $G=0$ it is the Langmuir isotherm. The second derivative is $\omega''=kT\{1/[\theta(1-\theta)]+G\}$. Since $\theta(1-\theta)\le\frac14$, it is positive at every coverage if $G>-4$. The equilibrium is then unique. Stronger attraction makes this mean-field model separate into dilute and dense phases, and the formulas below do not apply.

\subsection*{The current}

Adsorption takes electrons from the electrode, so it is a cathodic process. Anodic current accompanies a falling coverage:
\begin{equation}
j=-e\Gamma\frac{d\theta}{dt}=-e\Gamma v\frac{d\theta}{dU}.
\label{eq:jdef}
\end{equation}
Differentiating Eq.~\eqref{eq:frumkin} with respect to $U$ gives
\begin{equation}
\left[\frac{1}{\theta(1-\theta)}+G\right]\frac{d\theta}{dU}=-\frac{e}{kT},
\end{equation}
because $d\ln[\theta/(1-\theta)]/d\theta=1/\theta+1/(1-\theta)=1/[\theta(1-\theta)]$. Hence
\begin{equation}
j=\frac{e^2\Gamma v}{kT}\,
\frac{1}{\dfrac{1}{\theta(1-\theta)}+G}.
\label{eq:current}
\end{equation}
A positive sweep rate gives a positive current. A negative sweep rate gives its mirror image, since the same equilibrium coverages are passed in reverse.

The magnitude of $j$ grows with $\theta(1-\theta)$, so the peak lies at $\theta=\frac12$. Equation~\eqref{eq:frumkin} then places it at $U=U_0-g/(2e)$, and its height is
\begin{equation}
j_{\rm p}=\frac{e^2\Gamma v}{kT(4+G)}.
\label{eq:peak}
\end{equation}
By Eq.~\eqref{eq:jdef}, the area $\int j\,dU$ over the complete peak is $e\Gamma v$, whatever $G$ is, because the coverage changes by one. Repulsion lowers the peak without changing this area.

\subsection*{The width}

At half maximum the denominator of Eq.~\eqref{eq:current} is twice its value at the peak:
\begin{equation}
\frac{1}{\theta(1-\theta)}+G=2(4+G)
\quad\Longrightarrow\quad
\theta(1-\theta)=\frac{1}{8+G}.
\end{equation}
This is the quadratic equation $\theta^2-\theta+1/(8+G)=0$. Its roots are
\begin{equation}
\theta_\pm=\frac{1\pm s}{2},\qquad
s=\sqrt{1-\frac{4}{8+G}}=\sqrt{\frac{4+G}{8+G}}.
\label{eq:s}
\end{equation}
The larger coverage $\theta_+$ belongs to the lower potential $U_+$, and $\theta_-$ to the higher potential $U_-$. Let $W=e(U_--U_+)/kT$ be the width in units of $kT/e$. Subtracting Eq.~\eqref{eq:frumkin} at $\theta_-$ from the same equation at $\theta_+$ gives
\begin{equation}
W=\ln\frac{\theta_+}{1-\theta_+}-\ln\frac{\theta_-}{1-\theta_-}
+G(\theta_+-\theta_-).
\end{equation}
Since $1-\theta_+=\theta_-$, each logarithm contributes $\ln(\theta_+/\theta_-)$. With $\theta_+-\theta_-=s$,
\begin{equation}
W=2\ln\frac{1+s}{1-s}+Gs=4\,\mathrm{artanh}\,s+Gs .
\label{eq:width}
\end{equation}

Without interaction, $s=1/\sqrt2$ and
\begin{equation}
\frac{1+s}{1-s}=\frac{\sqrt2+1}{\sqrt2-1}=(\sqrt2+1)^2=3+2\sqrt2,
\end{equation}
where the middle step multiplies numerator and denominator by $\sqrt2+1$. Thus
\begin{equation}
W_{\rm Langmuir}=2\ln(3+2\sqrt2)=3.53 .
\end{equation}
At $298.15$~K, $kT/e=25.69$~mV, and the width is $90.6$~mV. This answers the first question, and Eq.~\eqref{eq:width} answers the second.

The width determines $G$ uniquely. From Eq.~\eqref{eq:s}, $d(s^2)/dG=4/(8+G)^2$, so $ds/dG=2/[s(8+G)^2]>0$. Also $d(4\,\mathrm{artanh}\,s)/ds=4/(1-s^2)=8+G$. Therefore
\begin{equation}
\frac{dW}{dG}=(8+G)\frac{ds}{dG}+s+G\frac{ds}{dG}
=s+(8+2G)\frac{ds}{dG}>0
\qquad(G>-4).
\end{equation}
As $G\to-4$, $s$ and $W$ go to zero and the peak becomes a spike. For strong repulsion $s\to1$, while $(1+s)/(1-s)=(1+s)^2(8+G)/4$ makes the first term of Eq.~\eqref{eq:width} grow logarithmically. The width in volts then approaches $g/e$ in ratio.

\subsection*{The estimate for Pt(111)}

The hydrogen region is $0.30$~V wide, so one sets $W=0.30/0.02569=11.68$. Solving Eq.~\eqref{eq:width} numerically by root bracketing gives $G=7.52$, or $g=0.193$~eV.

\section{The fault}

The isotherm, the current and the width formula are sound. The wrong step is the identification of the $0.30$~V span with a full width at half maximum.

The fitted value contradicts the data it came from. For $G=7.52$, Eq.~\eqref{eq:s} gives $s=\sqrt{11.52/15.52}=0.862$, so the lower half-maximum point has the coverage $\theta_+=0.93$. The observed region ends at $\theta=\frac23$.

No other mean-field repulsion repairs this. At $\theta=\frac23$ one has $1/[\theta(1-\theta)]=4.5$, and Eqs.~\eqref{eq:current} and \eqref{eq:peak} give
\begin{equation}
\frac{j(\theta=\frac23)}{j_{\rm p}}=\frac{4+G}{4.5+G}\ge\frac{8}{9}
\qquad(G\ge0).
\end{equation}
At the lower end of the window the adsorption current is still at least $89\%$ of its maximum in this model. In the mean-field picture the region therefore stops there because hydrogen evolution sets in, while the adsorption peak continues beyond it. A neighbour repulsion strong enough to order the layer at $\theta=\frac23$ would itself suppress the current there, which this model cannot describe. The span is the width of a truncated peak, and Eq.~\eqref{eq:width} describes a complete one.

\section{The right solution for Pt(111)}

\subsection*{A straight-line fit}

The two rough sizes give a relation between coverage and potential, and the isotherm can be fitted to that relation inside the window. Let $u$ be the potential counted from the lower end of the window, and $u_0$ the value of $U_0$ on the same scale. This shift of origin does not affect $g$. A flat current means, by Eq.~\eqref{eq:jdef}, a coverage linear in potential. The nearly flat region is therefore represented by the ramp
\begin{equation}
u=0.30\ \mathrm{V}\left(1-\frac{\theta}{2/3}\right)
=0.30\ \mathrm{V}-(0.45\ \mathrm{V})\,\theta .
\label{eq:ramp}
\end{equation}
It is a schematic of the region and not a measured trace.

Multiplying Eq.~\eqref{eq:frumkin} by $kT/e$ and rearranging gives
\begin{equation}
y\equiv u+\frac{kT}{e}\ln\frac{\theta}{1-\theta}=u_0-\frac{g}{e}\theta .
\label{eq:line}
\end{equation}
A Frumkin layer gives a straight line in this plot, with slope $-g/e$. Six coverages are used. They run from $0.1$ to $0.6$ in equal steps. The point $\theta=0$ cannot be used, because the logarithm diverges there.

\begin{center}
\begin{tabular}{cccc}
$\theta$ & $u$ (V) & $\ln[\theta/(1-\theta)]$ & $y$ (V)\\
\hline
0.1 & 0.255 & $-2.1972$ & 0.1985\\
0.2 & 0.210 & $-1.3863$ & 0.1744\\
0.3 & 0.165 & $-0.8473$ & 0.1432\\
0.4 & 0.120 & $-0.4055$ & 0.1096\\
0.5 & 0.075 & $0.0000$ & 0.0750\\
0.6 & 0.030 & $0.4055$ & 0.0404
\end{tabular}
\end{center}

The least-squares slope of any quantity $q$ against $\theta$ is $\sum(\theta-\bar\theta)q/\sum(\theta-\bar\theta)^2$. Here $\bar\theta=0.35$, the deviations are $\pm0.05$, $\pm0.15$ and $\pm0.25$, and the sum of their squares is $0.175$. Pairing opposite deviations, the slope of the logarithm is
\begin{equation}
\frac{0.25(0.4055+2.1972)+0.15(0+1.3863)+0.05(-0.4055+0.8473)}{0.175}
=5.03 .
\end{equation}
The slope is linear in $q$, so the slope of $y$ is the slope of $u$ plus $kT/e$ times this number:
\begin{equation}
-\frac{g}{e}=-0.450\ \mathrm{V}+0.02569\ \mathrm{V}\times5.03=-0.321\ \mathrm{V}.
\end{equation}
Hence $g=0.32$~eV and $G=12.5$. The fitted line has $u_0=0.236$~V. The misreading of the span gave a repulsion $40\%$ below this value.

\subsection*{How well the number is known}

The ramp is not a Frumkin isotherm, so the result depends somewhat on how the points are weighted. A nonlinear least-squares fit of the coverage itself, at 61 equally spaced potentials over the whole window and with $g$ and $u_0$ free, gives $0.318$~eV. Its root-mean-square residual is $0.012$ monolayer.

The rough input matters more. For the same six coverages the logarithmic term is fixed, and a change of the span by $0.05$~V changes $g/e$ by $0.05/(2/3)=0.075$~V. Spans of $0.25$ and $0.35$~V give $0.25$ and $0.40$~eV. The final coverage is equally rough. Taking $0.60$ or $0.75$ instead of $\frac23$ changes the ramp slope to $0.50$ or $0.40$~V and gives $0.37$ or $0.27$~eV. The choice of points also matters: six coverages from $0.02$ to $0.66$ give $0.28$~eV, and six from $0.3$ to $0.66$ give $0.34$~eV. The data support $g\approx0.3$~eV and no finer value.

\subsection*{The peak and the window}

With the fitted parameters the peak lies at $u_0-g/(2e)=0.075$~V (computed from the unrounded parameters), inside the window. Its full width from Eq.~\eqref{eq:width} is $437$~mV. The lower half-maximum point therefore lies at $0.075-0.437/2\approx-0.14$~V, outside the window, at a coverage of $0.95$.

For the current, take the rough site density $\Gamma=1.5\times10^{15}$~cm$^{-2}$ and choose $v=50$~mV/s. The monolayer charge is $e\Gamma=240\ \mu\mathrm{C/cm^2}$. Equation~\eqref{eq:peak}, written as $j_{\rm p}=e\Gamma v/(4kT/e+g/e)$, gives
\begin{align}
j_{\rm p}(g=0)&=\frac{240\times0.050}{0.1028}=117\ \mu\mathrm{A/cm^2},\\
j_{\rm p}(g=0.321\ \mathrm{eV})&=\frac{240\times0.050}{0.1028+0.3207}
=28\ \mu\mathrm{A/cm^2}.
\end{align}
The ramp has the constant current $240\times0.050/0.45=27\ \mu\mathrm{A/cm^2}$. From Eq.~\eqref{eq:current}, the fitted Frumkin current is $20$, $25$ and $27\ \mu\mathrm{A/cm^2}$ at $\theta=0.1$, $0.2$ and $0.3$, and stays near $28\ \mu\mathrm{A/cm^2}$ from $0.4$ to $0.6$. The model current is nearly flat from $\theta=0.3$ to the end of the window, because $1/[\theta(1-\theta)]$ stays close to its minimum of $4$ there and varies little compared with $4+G$. It departs from the ramp at low coverage, where this term rises, to $11$ at $\theta=0.1$, and becomes comparable with $G$.

\section{What the fit does and does not show}

\subsection*{Slow adsorption also broadens the peak}

The derivation assumed equilibrium at every instant. To see what a finite rate does, let non-interacting atoms adsorb and desorb with symmetry factor one half. With $x=e(U-U_0)/kT$ and rate constant $k_0$,
\begin{equation}
\frac{d\theta}{dt}=k_0\left[(1-\theta)e^{-x/2}-\theta e^{x/2}\right].
\end{equation}
Setting the bracket to zero recovers the Langmuir isotherm. The ratio that matters is $K=k_0kT/(e|v|)$, the rate constant multiplied by the time taken to sweep through $kT/e$. Numerical integration of a cathodic sweep, started at equilibrium at $x=12$, gives widths of $3.53$, $3.69$ and $4.89\,kT/e$ for $K=1000$, $1$ and $0.001$. A peak somewhat wider than $3.53\,kT/e$ is thus no proof of repulsion. The last width is the slow limit of this model. When desorption is negligible, $1-\theta=e^{-w}$ with $w=2Ke^{-x/2}$, and the current is proportional to $we^{-w}$. This falls to half its maximum at $w=0.232$ and $2.678$, so the width is $2\ln(2.678/0.232)=4.89$ in units of $kT/e$, whatever $K$ is. The observed region is truncated, so it should be compared through its coverages and not through this width. In the slow limit the coverage rises from $0.1$ to $\frac23$ between $w=-\ln0.9=0.105$ and $w=\ln3=1.099$, an interval of $2\ln(1.099/0.105)=4.7\,kT/e$. At equilibrium the same interval is $\ln18=2.9\,kT/e$. The ramp of Eq.~\eqref{eq:ramp} needs $0.255$~V, or $9.9\,kT/e$, so slow kinetics of this kind cannot account for the breadth of the region. In this kinetic model, slowing the sweep raises $K$. This removes the excess width once $K$ exceeds a few, but it changes almost nothing while $K$ stays below about $0.01$, where the width is that of the slow limit. By contrast, the equilibrium width in Eq.~\eqref{eq:width} does not depend on $v$.

\subsection*{Unequal sites can imitate repulsion}

Suppose that the atoms do not interact, but that the site energies are spread uniformly over a range $D=d\,kT$. With $x$ measured from the centre of the distribution, the mean coverage is
\begin{equation}
\theta(x)=\frac1d\int_{-d/2}^{d/2}\frac{dz}{1+e^{x-z}} .
\end{equation}
The integrand depends on $x-z$, so $-\partial/\partial x$ acts on it as $\partial/\partial z$, and the integral reduces to its end points. At the centre,
\begin{equation}
-\left.\frac{d\theta}{dx}\right|_{x=0}
=\frac1d\left[\frac{1}{1+e^{-d/2}}-\frac{1}{1+e^{d/2}}\right]
=\frac{1}{d}\tanh\frac d4 .
\end{equation}
For $d\gg4$ this is close to $1/d$. The Frumkin layer has $1/(4+G)$ at its peak, so the choice $d=4+G$ gives nearly the same height. For the fitted repulsion it means $D=0.42$~eV. With their centres aligned, the two coverage curves, evaluated numerically over $\pm20\,kT/e$, differ by at most $0.019$ monolayer. That is smaller than the largest misfit between the Frumkin isotherm and the ramp, $0.043$ monolayer. Fitted to the ramp over the window, the spread model gives $D=0.44$~eV with a root-mean-square residual of $0.008$ monolayer, against $0.012$ for the Frumkin isotherm, so these rough data cannot tell the two models apart.

Reading $g\approx0.3$~eV as a repulsion therefore rests on a separate premise, that the terrace sites of Pt(111) are equivalent. Even then $g$ is an effective mean-field parameter. It replaces the interactions of each atom with its actual neighbours by an average proportional to $\theta$, and it leaves out any ordering of the adsorbed layer.
